\section*{Fermi-Level Pinning by Interface States Across a Vacuum Gap}

\section*{The contact}

A metal of work function $\phi_m$ faces an n-type semiconductor of electron affinity $\chi$ across a flat gap of thickness $d$ and permittivity $\varepsilon_0$. The semiconductor surface carries interface states of constant density $D$ per area and energy, both spins counted, throughout its band gap. The states are neutral when filled up to a level lying $\phi_0$ below the conduction-band edge $E_c$. They are in equilibrium with the metal, and no bias is applied. The barrier is $\phi_b=E_c-E_F$ at the semiconductor surface.

All $\phi$'s and $\chi$ are energies, and $e>0$. The contact is laterally uniform, and $\chi$ and $\phi_0$ do not change with the metal. Practical units are used, with
\[
\varepsilon_0/e^2=0.05526\ \mathrm{eV^{-1}\,nm^{-1}}.
\]

\section*{Part (a): the barrier}

\textbf{Question.} Derive $\phi_b$ as a function of $\phi_m$, keeping the positive depletion charge $Q_{sc}$ per area. Then neglect $Q_{sc}$ and find the pinning slope $S=\mathrm{d}\phi_b/\mathrm{d}\phi_m$.

\textbf{Model answer.} The neutrality level is $E_0=E_c-\phi_0$ and the Fermi level is $E_F=E_c-\phi_b$, so $E_F-E_0=\phi_0-\phi_b$. The states between these levels hold excess electrons, and their charge per area is
\begin{equation}
Q_{ss}=-eD(\phi_0-\phi_b).
\end{equation}
This uses a sharp Fermi edge. For constant $D$, thermal smearing moves as many electrons above $E_F$ as it removes below, apart from exponentially small terms from the band edges, provided $E_F$ lies many $kT$ from both.

Measured from $E_F$, the vacuum level is $\phi_m$ at the metal surface and $\chi+\phi_b$ at the semiconductor surface. By Gauss's law, a charge $Q_{ss}+Q_{sc}$ on the semiconductor side, balanced by the opposite charge on the metal, raises the electrostatic potential there by $d(Q_{ss}+Q_{sc})/\varepsilon_0$ relative to the metal. An electron has charge $-e$, hence
\begin{equation}
\chi+\phi_b-\phi_m=-\frac{ed}{\varepsilon_0}(Q_{ss}+Q_{sc}).
\end{equation}
The sign is right: extra electrons on the semiconductor raise its vacuum level. Define $a=e^2Dd/\varepsilon_0$ and insert $Q_{ss}$:
\begin{align}
\chi+\phi_b-\phi_m&=a(\phi_0-\phi_b)-\frac{ed}{\varepsilon_0}Q_{sc},\nonumber\\
(1+a)\phi_b&=\phi_m-\chi+a\phi_0-\frac{ed}{\varepsilon_0}Q_{sc}.
\label{balance}
\end{align}
Without $Q_{sc}$, division by $1+a$ gives
\begin{equation}
\phi_b=S(\phi_m-\chi)+(1-S)\phi_0,\qquad
S=\frac{1}{1+e^2Dd/\varepsilon_0}.
\label{line}
\end{equation}
For $D\to0$, $S=1$ and the barrier follows the work function. For $D\to\infty$, $S=0$ and $\phi_b=\phi_0$: a vanishing shift of $E_F$ from neutrality then supplies all the charge the gap dipole needs.

If $D$ depends on energy, $Q_{ss}=-e\int_{E_0}^{E_F}D(E)\,\mathrm{d}E$. Raising $\phi_b$ lowers $E_F$ relative to the bands, so $\mathrm{d}Q_{ss}/\mathrm{d}\phi_b=eD(E_F)$. The local slope has the same form with $D(E_F)$, and the line becomes a curve.

\section*{Part (b): the number}

\textbf{Question.} Evaluate $S$ for $D=10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $d=0.5$ nm. Check the dimensionless product in Hartree atomic units.

\textbf{Model answer.} Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$, the density is $D=1\ \mathrm{nm^{-2}\,eV^{-1}}$. Therefore
\[
a=\frac{1\times0.5}{0.05526}=9.05,\qquad
S=\frac{1}{1+9.05}=0.0995\simeq0.10.
\]
In atomic units $e=1$ and $\varepsilon_0=1/(4\pi)$, so $a=4\pi Dd$. With $D=0.07620$ and $d=9.449$ this is again $9.05$.

The length $\lambda=\varepsilon_0/(e^2D)=0.055$ nm gives $S=\lambda/(\lambda+d)$. The gap is nine times longer than $\lambda$, so about nine tenths of a change in work function falls across it and one tenth reaches the barrier.

\section*{Part (c): the depletion charge}

\textbf{Question.} Find the correction to $S$ from the depletion layer, for uniform donor density $N_d$ and semiconductor permittivity $\varepsilon_s$. When may it be dropped?

\textbf{Model answer.} Let $w(x)$ be the upward band bending as an energy, with $w=0$ in the bulk and $w(0)=V=\phi_b-\phi_n$, where $\phi_n$ is the bulk value of $E_c-E_F$. With Boltzmann electrons and no holes, the charge density is $eN_d(1-e^{-w/kT})$, and Poisson's equation reads
\[
\varepsilon_s w''=e^2N_d\left(1-e^{-w/kT}\right).
\]
Multiply by $w'$ and integrate from the bulk, where $w=w'=0$, to the surface:
\[
\tfrac12\varepsilon_s w'(0)^2=e^2N_d\left[V-kT\left(1-e^{-V/kT}\right)\right].
\]
For $V\gg kT$ the exponential drops out. Gauss's law gives $Q_{sc}=\varepsilon_s|w'(0)|/e$, so
\[
Q_{sc}=\sqrt{2\varepsilon_sN_d(V-kT)}=eN_dW,\qquad
W=\sqrt{\frac{2\varepsilon_s(V-kT)}{e^2N_d}}.
\]
Since $\phi_n$ is fixed, $\mathrm{d}Q_{sc}/\mathrm{d}\phi_b=\varepsilon_sN_d/Q_{sc}=\varepsilon_s/(eW)$. Differentiating equation~(\ref{balance}) with respect to $\phi_m$, and writing $S_d$ for the corrected slope,
\[
(1+a)S_d=1-\frac{\varepsilon_sd}{\varepsilon_0W}S_d
\quad\Longrightarrow\quad
\frac{1}{S_d}=1+a+\frac{\varepsilon_sd}{\varepsilon_0W}.
\]
The correction may be dropped when $\varepsilon_sd/(\varepsilon_0W)\ll1+a$. Both the formula and this criterion assume that holes are negligible at the surface. They fail once the surface inverts, that is when $\phi_b$ approaches the band gap minus $\phi_n$, about 0.9 eV for the silicon values below with a band gap of 1.12 eV. The holes then screen in addition. At $\phi_m=5.3$ eV they lower the slope from $0.52$ to between $0.45$ and $0.49$ for $D=10^{13}\ \mathrm{cm^{-2}\,eV^{-1}}$, depending on the valence-band density of states, and from $0.90$ to about $0.3$ for $D=10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$.

Take rough values for n-type silicon at 300 K: $\varepsilon_s/\varepsilon_0=11.7$, $N_d=10^{16}\ \mathrm{cm^{-3}}$, $\phi_n=0.205$ eV, $\chi=4.05$ eV and $\phi_0=0.75$ eV. At $\phi_m=4.8$ eV one finds $W=258.5$ nm, and the extra term is $11.7\times0.5/258.5=0.0226$. The slope falls from $0.0995$ to $0.0993$.

This was tested against a numerical solution of the nonlinear Poisson equation with mobile electrons and Fermi--Dirac filling of the states. The slope was taken from the barriers at $\phi_m=4.75$ and $4.85$ eV:
\[
\begin{array}{cccc}
D\ (\mathrm{cm^{-2}\,eV^{-1}}) & S & S_d & \text{Poisson}\\
10^{12} & 0.9170 & 0.8980 & 0.8980\\
10^{13} & 0.5250 & 0.5188 & 0.5188\\
10^{14} & 0.0995 & 0.0993 & 0.0993\\
10^{15} & 0.0109 & 0.0109 & 0.0109
\end{array}
\]
Depletion matters most where the states are few, because $1+a$ is then smallest.

\section*{Part (d): barriers on silicon}

\textbf{Question.} For the silicon values above and $D=10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}$, find the barriers for $\phi_m=4.3$, $4.8$ and $5.3$ eV from equation~(\ref{line}). Find the gap field and state charge at the two ends.

\textbf{Model answer.} For the lowest work function,
\[
\phi_b=0.0995(4.3-4.05)+0.9005\times0.75=0.700\ \mathrm{eV}.
\]
The other two barriers are $0.750$ and $0.800$ eV. A span of 1 eV in work function leaves about 0.10 eV in the barrier. The middle metal has $\phi_m-\chi=\phi_0$, so in this approximation its states are neutral and the gap is free of field.

At $\phi_m=4.3$ eV the states hold
\[
D(\phi_0-\phi_b)=10^{14}\times0.0498=5.0\times10^{12}\ \mathrm{cm^{-2}}
\]
excess electrons. The vacuum level rises by $4.05+0.700-4.3=0.450$ eV from metal to semiconductor, and the field has magnitude $0.450\ \mathrm{V}/0.5\ \mathrm{nm}=9.0$ MV/cm. At $5.3$ eV the charge and field have the same size and opposite sign.

The Poisson barriers are $0.698$, $0.748$ and $0.797$ eV. They lie 2 to 3 meV lower because the positive depletion charge lowers the electron energy on the semiconductor side. In the middle case equation~(\ref{balance}) gives a shift of $-SedQ_{sc}/\varepsilon_0=-0.0023$ eV.

\section*{Part (e): which assumptions carry the result?}

\textbf{Question.} Assess the equilibrium of the states, image-force lowering, metal screening and the gap permittivity. Then let the states decay into the semiconductor as $e^{-x/\ell}$ with $\ell=0.3$ nm. A Poisson solution gives a slope of $0.077$ for $E_c$ at a depth of 2 nm. Explain the direction and size of this change.

\textbf{Model answer.} \emph{Equilibrium.} A WKB estimate for the vacuum gap, at $E_F$ and without the image force, gives a transmission of $1.3\times10^{-5}$. The classical image force lowers the barrier in so thin a gap by more than 1 eV and raises the transmission by over two orders of magnitude, so the time that follows errs on the long side. With one attempt per $h/(1\ \mathrm{eV})$, the filling time is roughly $3\times10^{-10}$ s. This supports equilibrium in a static measurement. Tunnelling through the gap also reduces the current through the contact, which $\phi_b$ alone does not describe. Electrons at $E_c$ see a barrier of about $\chi$, and the same estimate gives $3\times10^{-5}$ for them.

\emph{Image force.} For a metal directly on the semiconductor, the classical lowering $\sqrt{e^3F/(4\pi\varepsilon_s)}$, with $F=0.040$ MV/cm in the semiconductor, is $0.022$ eV. It varies as $F^{1/2}$, hence as $(V-kT)^{1/4}$. Its derivative with respect to $\phi_b$ is the lowering divided by $4(V-kT)$, which is $0.011$. The slope would therefore fall by about 1\% of itself. These figures do not carry over to the vacuum gap. An electron in the semiconductor is repelled by its image in the surface facing the vacuum, where the permittivity drops, and attracted by its image in the metal behind the gap. For the present values, and with the charge in the interface states held fixed as the electron passes, the classical image energy is positive near the surface and becomes negative only at a depth of about 2 nm. Together with the depletion field it then forms no barrier maximum inside the semiconductor, and the usual lowering formula does not apply. States that could follow the electron would screen it much as a metal does, and a maximum would return.

\emph{Metal screening.} If the field decays in the metal over a length $\lambda_m$, the extra potential drop is the gap field times $\lambda_m$, so $d$ becomes $d+\lambda_m$. A Thomas--Fermi length $\lambda_m=0.05$ nm behind a sharp metal edge gives $S=0.091$. This picture ignores the spill-out of electrons. What counts is the centroid of the induced charge, and in LDA jellium at the electron density of aluminium it lies about 0.08 nm outside the edge of the positive background. If $d$ is measured from that edge, the effective gap shrinks and $S$ rises to about $0.12$. The sign of the correction thus depends on the plane from which $d$ is measured, and $d$ is best defined from the charge centroid.

\emph{Gap permittivity.} Replacing $\varepsilon_0$ by $2\varepsilon_0$ or $4\varepsilon_0$, with $D$ and $d$ fixed, gives $S=0.18$ or $0.31$. The slope depends on $Dd/\varepsilon$, so a measured slope cannot separate the three quantities.

\emph{Penetration.} Let $u(x)=\partial E_c(x)/\partial\phi_m$, with energies measured from $E_F$, and neglect the small depletion response. The local state charge is $-e(D/\ell)e^{-x/\ell}[\phi_0-E_c(x)]$, so
\[
\varepsilon_su''=\frac{e^2D}{\ell}e^{-x/\ell}u,\qquad
\varepsilon_su'(0)=-\frac{\varepsilon_0}{d}[1-u(0)],\qquad u'(\infty)=0.
\]
The solution is positive: if it crossed zero it would bend further downward and could not become flat. Thus $u''>0$, and $u$ decreases with depth. Integration by parts gives
\[
u(0)-u(\infty)=\int_0^\infty xu''\,\mathrm{d}x
=\langle x\rangle[-u'(0)]
=\frac{\varepsilon_0\langle x\rangle}{\varepsilon_sd}[1-u(0)],
\]
where $\langle x\rangle$ is the mean depth weighted by $u''\propto e^{-x/\ell}u$. Because $u$ decreases, $\langle x\rangle<\ell$, and the drop is less than $0.3/(11.7\times0.5)=0.051$.

For the direction, integrate the differential equation once. This gives $1-u(0)=a\bar u$, where $\bar u$ is the average of $u$ with weight $e^{-x/\ell}/\ell$. Since $u(0)$ and $\bar u$ both exceed $u(\infty)$, we have $1-u(\infty)>au(\infty)$, or $u(\infty)<1/(1+a)$. Charge deeper in the semiconductor acts over a longer distance and pins the deep bands more strongly. For the size, put $q=e^2D\ell/\varepsilon_s=0.464$. The series
\[
u(x)=u(\infty)\left[1+q\,e^{-x/\ell}+\tfrac14q^2e^{-2x/\ell}+\dots\right]
\]
satisfies the differential equation and becomes flat at depth. Its weighted average is $\bar u=u(\infty)(1+q/2+q^2/12+\dots)$. Inserting $u(0)$ and $\bar u$ in $u(0)+a\bar u=1$ gives
\[
\frac{1}{u(\infty)}\simeq1+q+\frac{q^2}{4}+a\left(1+\frac q2+\frac{q^2}{12}\right)=12.8,
\]
so $u(\infty)=0.078$. At a depth of 2 nm, $u$ has practically reached this value. It agrees to about 1\% with the Poisson slope of $0.077$, which lies about a fifth below $0.099$; the remaining difference is the neglected depletion response. The surface value moves the other way: $u(0)\simeq u(\infty)(1+q+q^2/4)=0.118$, above the slope for states in a sheet. The barrier $\phi_b$ as defined at the surface is therefore pinned less, and only the deeper bands are pinned more.

\emph{The real contact.} The assumed density amounts to $0.165$ states per Si(001) surface atom over the whole band gap, which is plausible for a strongly disturbed interface. The vacuum gap is the weaker assumption. In an intimate contact the atoms bond, at distances of roughly 0.25 nm, and the region between them is polarizable. Halving $d$ at fixed $D$ and $\varepsilon_0$ has the same effect as doubling the permittivity, and gives $S=0.18$. Real interfaces may also be non-uniform, with $D$, $\chi$ and $\phi_0$ depending on the metal. The value $0.10$ therefore belongs to the stated parameters; halving $d$ and using $4\varepsilon_0$ together would already give $S=0.47$. For a particular silicon contact the model predicts the slope only if the combination $Dd/\varepsilon$, with $\varepsilon$ the gap permittivity, is known from another source. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
D = 1.0e+14 cm^-2 eV^-1; gap = 0.50 nm
D = 0.07620 a.u.; gap = 9.4486 bohr
eps0/e = 0.055263 electrons/(V nm)
length eps0/(e^2 D) = 0.05526 nm
a = e^2 D d/eps0 = 9.0476; from a.u. = 9.0476
pinning slope S = 0.09953
Rough n-type silicon inputs:
chi = 4.05 eV; band gap = 1.12 eV
neutrality level below E_c = 0.75 eV
relative permittivity = 11.7; T = 300 K
Nd = 1.0e+16 cm^-3; Nc = 2.8e+19 cm^-3
kT = 0.02585 eV; bulk E_c-E_F = 0.2052 eV
D (cm^-2 eV^-1), S simple, S with depletion, S Poisson:
  1e+12  0.91703  0.89804  0.89803
  1e+13  0.52500  0.51878  0.51878
  1e+14  0.09953  0.09930  0.09930
  1e+15  0.01093  0.01093  0.01093
phi_m, simple barrier, Poisson barrier, gap drop (eV):
  4.3  0.7002  0.6980  -0.4502
    gap field = -9.005 MV/cm
    excess electrons = 4.976e+12 cm^-2
  4.8  0.7500  0.7477  0.0000
    gap field = 0.000 MV/cm
    excess electrons = 0.000e+00 cm^-2
  5.3  0.7998  0.7973  0.4502
    gap field = 9.005 MV/cm
    excess electrons = -4.976e+12 cm^-2
barrier span = 0.0995 eV
Neglected effects at phi_m = 4.8 eV:
depletion width = 258.5 nm; term in 1/S = 0.0226
depletion charge = 2.585e+11 e/cm^2
barrier shift by depletion = -0.00233 eV
semiconductor field = 0.0400 MV/cm
image lowering = 0.0222 eV
relative slope loss by image force = 0.0107
S with 0.05 nm metal screening = 0.0913
S at 2.0 nm depth, state decay 0.3 nm = 0.0773
S with gap relative permittivity 2 = 0.1810
S with gap relative permittivity 4 = 0.3066
WKB transmission of vacuum gap = 1.34e-05
rough filling time of states = 3.1e-10 s
Si(001) surface atoms = 6.78e+14 cm^-2
states in band gap per surface atom = 0.165
\end{verbatim}
